# An Exact Steady Thermal Cloak with Temperature-Dependent Conductivity: a program that tests the result

```python
# RESULT UNDER TEST
# A sheet with an insulated disc (radius b) and a ring b<r<c has the same
# temperature outside r=c as the bare sheet, for any common factor f(T), if
#     k_ring / k_background = (c^2 + b^2) / (c^2 - b^2)
# and the bare sheet has a uniform gradient of theta = integral of f dT.
# Symbols: k = sheet conductance (conductivity times thickness, W/K),
# T = temperature (K), L = half side of the square sheet, lengths in um.
# The finite-element solver works with T itself and never uses theta.
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, quad
from scipy.linalg import solve_banded
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

b, c, L = 300.0, 500.0, 1000.0
core_radius = 250.0
T_cold, T_hot, T_ref = 300.0, 500.0, 300.0
kappa_ref, exponent = 150.0, 1.3          # rough values for silicon
t_back = 20.0
ratio = (c**2 + b**2) / (c**2 - b**2)
t_ring = ratio * t_back
k_back = kappa_ref * t_back * 1e-6        # W/K at T_ref


def f_silicon(T):
    return (T / T_ref) ** (-exponent)


def f_wavy(T):
    return 1.0 + 0.4 * np.sin(T / 40.0)


# ---------- nonlinear finite elements for T on a body-fitted mesh ----------
def build_mesh(n):
    angle = 2 * np.pi * np.arange(n) / n
    circle = np.column_stack([np.cos(angle), np.sin(angle)])
    square = circle / np.abs(circle).max(axis=1)[:, None]
    n_ring, n_out = n // 10, 3 * n // 20
    layers = [r * circle for r in np.linspace(b, c, n_ring + 1)]
    layers += [(1 - s) * c * circle + s * L * square
               for s in np.linspace(0, 1, n_out + 1)[1:]]
    nodes = np.vstack(layers)
    i, j = np.meshgrid(np.arange(n_ring + n_out), np.arange(n), indexing="ij")
    i, j = i.ravel(), j.ravel()
    p, q = i * n + j, i * n + (j + 1) % n
    tri = np.vstack([np.column_stack([p, p + n, q + n]),
                     np.column_stack([p, q + n, q])])
    in_ring = np.concatenate([i, i]) < n_ring
    corner = nodes[tri]
    edge = np.roll(corner, -2, axis=1) - np.roll(corner, -1, axis=1)
    area = 0.5 * np.abs(edge[:, 0, 0] * edge[:, 1, 1]
                        - edge[:, 0, 1] * edge[:, 1, 0])
    stiff = np.einsum("eid,ejd->eij", edge, edge) / (4 * area[:, None, None])
    lump = np.bincount(tri.ravel(), np.repeat(area / 3, 3), len(nodes))
    outside = np.arange(len(nodes)) >= n_ring * n
    return dict(nodes=nodes, tri=tri, ring=in_ring, stiff=stiff,
                lump=lump, outside=outside)


def solve_temperature(mesh, g_ring, g_back, low, high, loss=None):
    x, tri, K = mesh["nodes"][:, 0], mesh["tri"], mesh["stiff"]
    size = len(x)
    hot, cold = x > L * (1 - 1e-9), x < -L * (1 - 1e-9)
    free = np.where(~(hot | cold))[0]
    T = 0.5 * (low + high) + 0.5 * (high - low) * x / L
    T[hot], T[cold] = high, low
    rows, cols = np.repeat(tri, 3, axis=1).ravel(), np.tile(tri, 3).ravel()

    def conductance(temp):
        return np.where(mesh["ring"], g_ring(temp), g_back(temp))

    def assemble(T):
        Te = T[tri]
        mean = Te.mean(axis=1)
        g = conductance(mean)
        slope = (conductance(mean + 0.01) - conductance(mean - 0.01)) / 0.02
        KT = np.einsum("eij,ej->ei", K, Te)
        res = np.bincount(tri.ravel(), (g[:, None] * KT).ravel(), size)
        J = g[:, None, None] * K + (slope[:, None] * KT / 3)[:, :, None]
        jac = coo_matrix((J.ravel(), (rows, cols)), shape=(size, size)).tocsr()
        if loss is not None:
            res = res + mesh["lump"] * loss(T)
            dloss = (loss(T + 0.01) - loss(T - 0.01)) / 0.02
            jac = jac + diags(mesh["lump"] * dloss)
        return res, jac.tocsr()

    converged = False
    for _ in range(30):
        res, jac = assemble(T)
        step = spsolve(jac[free][:, free].tocsc(), -res[free])
        T[free] += step
        if np.abs(step).max() < 1e-7:
            converged = True
            break
    assert converged
    res, _ = assemble(T)
    return T, res[hot].sum()


# ---------- prediction through the Kirchhoff variable ----------
def kirchhoff_temperature(position, f, low, high):
    grid = np.linspace(280.0, 520.0, 24001)
    theta = cumulative_trapezoid(f(grid), grid, initial=0.0)
    th_low, th_high = np.interp([low, high], grid, theta)
    target = 0.5 * (th_low + th_high) + (th_high - th_low) * position / (2 * L)
    return np.interp(target, theta, grid)


def predicted_field(mesh, f, low, high):
    x = mesh["nodes"][:, 0]
    r2 = (mesh["nodes"] ** 2).sum(axis=1)
    ring_position = c**2 / (c**2 + b**2) * x * (1 + b**2 / r2)
    position = np.where(mesh["outside"], x, ring_position)
    return kirchhoff_temperature(position, f, low, high)


def silicon_back(T):
    return k_back * f_silicon(T)


def silicon_ring(T):
    return ratio * k_back * f_silicon(T)


errors = []
for n in (80, 160):
    mesh = build_mesh(n)
    T_cloak, heat = solve_temperature(mesh, silicon_ring, silicon_back,
                                      T_cold, T_hot)
    T_pred = predicted_field(mesh, f_silicon, T_cold, T_hot)
    errors.append(np.abs(T_cloak - T_pred).max())
assert errors[1] < 0.1 and errors[0] / errors[1] > 3.0
out = mesh["outside"]
err_out = np.abs(T_cloak - T_pred)[out].max()

# explicit theta for the power law, against direct quadrature
def theta_power(T):
    return T_ref * ((T / T_ref) ** (1 - exponent) - 1) / (1 - exponent)


theta_span = theta_power(T_hot) - theta_power(T_cold)
assert abs(theta_span - quad(f_silicon, T_cold, T_hot)[0]) < 1e-8
theta_mid = 0.5 * (theta_power(T_hot) + theta_power(T_cold))
T_mid = T_ref * (1 + (1 - exponent) * theta_mid / T_ref) ** (1 / (1 - exponent))
assert abs(T_mid - kirchhoff_temperature(0.0, f_silicon, T_cold, T_hot)) < 1e-4
heat_bare = k_back * theta_span           # square sheet: width = length
assert abs(heat / heat_bare - 1) < 1e-3

# another common factor, not monotonic
T_wavy, _ = solve_temperature(mesh, lambda T: ratio * k_back * f_wavy(T),
                              lambda T: k_back * f_wavy(T), T_cold, T_hot)
err_wavy = np.abs(T_wavy - predicted_field(mesh, f_wavy, T_cold, T_hot)).max()
assert err_wavy < 0.3

# controls: hole without ring; ring of constant conductance matched at 400 K
T_match = 400.0
T_hole, heat_hole = solve_temperature(mesh, silicon_back, silicon_back,
                                      T_cold, T_hot)
dev_hole = np.abs(T_hole - T_pred)[out].max()
assert dev_hole > 5.0 and heat_hole < 0.98 * heat_bare


def constant_ring(T):
    return ratio * silicon_back(T_match) + 0.0 * T


T_const, _ = solve_temperature(mesh, constant_ring, silicon_back, T_cold, T_hot)
dev_const = np.abs(T_const - T_pred)[out].max()
assert dev_const > 0.5
small_bias = []
for centre in (T_match, 500.0):
    low, high = centre - 1, centre + 1
    T_small, _ = solve_temperature(mesh, constant_ring, silicon_back, low, high)
    bare = predicted_field(mesh, f_silicon, low, high)
    small_bias.append(np.abs(T_small - bare)[out].max() / (high - low))
assert small_bias[0] < 2e-3 and small_bias[1] > 0.02


# ---------- reflected amplitude of an r^n cos(n phi) field ----------
# Conductances are relative to the background, lengths relative to c.
def amplitude(order, ring, inner=0.0, contact=0.0):
    q = (b / c) ** (2 * order)
    S = ring * (ring * (1 - q) + inner * (1 + q)) / (
        ring * (1 + q) + inner * (1 - q))
    Z = 1 / S + order * contact
    return (Z - 1) / (Z + 1)


def inner_disc(insulator):                # insulator around an isothermal core
    s = (core_radius / b) ** 2
    return insulator * (1 + s) / (1 - s)


def radial_amplitude(order, ring, insulator=1e-9, core=1e-9, contact=0.0):
    cells, R = 4000, 2.0
    h = R / cells
    r = (np.arange(cells) + 0.5) * h
    k = np.where(r < core_radius / c, core,
                 np.where(r < b / c, insulator, np.where(r < 1, ring, 1.0)))
    resistance = 0.5 * h / k[:-1] + 0.5 * h / k[1:]
    resistance[round(1 / h) - 1] += contact
    face = np.arange(1, cells) * h / resistance
    diagonal = k * order**2 * h / r
    diagonal[:-1] += face
    diagonal[1:] += face
    end = R * k[-1] / (0.5 * h)
    diagonal[-1] += end
    band = np.zeros((3, cells))
    band[0, 1:], band[1], band[2, :-1] = -face, diagonal, -face
    rhs = np.zeros(cells)
    rhs[-1] = end
    u = solve_banded((1, 1), band, rhs)
    pick = [round(1.2 / h), round(1.8 / h)]
    basis = np.column_stack([r[pick] ** order, r[pick] ** (-order)])
    grow, decay = np.linalg.solve(basis, u[pick])
    return decay / grow


cases = [
    (radial_amplitude(1, ratio), amplitude(1, ratio)),
    (radial_amplitude(2, ratio), amplitude(2, ratio)),
    (radial_amplitude(1, 1.0), amplitude(1, 1.0)),
    (radial_amplitude(1, ratio, contact=0.05), amplitude(1, ratio, contact=0.05)),
    (radial_amplitude(1, ratio, insulator=0.1, core=1e5),
     amplitude(1, ratio, inner=inner_disc(0.1))),
]
amplitude_error = max(abs(numeric - formula) for numeric, formula in cases)
assert amplitude_error < 1e-3
assert abs(cases[0][0]) < 1e-3 and abs(cases[1][0]) > 0.1

# ---------- size of neglected effects ----------
T_rim = float(kirchhoff_temperature(c, f_silicon, T_cold, T_hot))
rim_scale = theta_span * c / (2 * L) / f_silicon(T_rim)   # K per unit amplitude

# polymer filling around a highly conducting core, silicon taken at its hottest
kappa_polymer = 0.2
leak = kappa_polymer * t_ring / (kappa_ref * f_silicon(T_hot) * t_back)
x_leak = amplitude(1, ratio, inner=inner_disc(leak))

# grey phonon scattering at diffuse faces, heat flow along the film
mean_free_path = 1.0


def film_factor(thickness):
    tau = thickness / mean_free_path
    integral = quad(lambda u: (u**-3 - u**-5) * (1 - np.exp(-tau * u)),
                    1, np.inf)[0]
    return 1 - 1.5 * integral / tau


film_back, film_ring = film_factor(t_back), film_factor(t_ring)
assert abs(film_back - (1 - 3 * mean_free_path / (8 * t_back))) < 1e-6
x_film = amplitude(1, ratio * film_ring / film_back)


# spreading resistance where the thickness changes on one face
def step_length(unit):
    low, high = 8 * unit, 17 * unit       # cells across background and ring
    assert abs(high / low - ratio) < 1e-12
    left, right = 3 * low, 3 * high
    mask = np.zeros((high, left + right), bool)
    mask[:low, :left] = True
    mask[:, left:] = True
    label = -np.ones(mask.shape, int)
    label[mask] = np.arange(mask.sum())
    pairs = []
    for first, second in ((label[:, :-1], label[:, 1:]),
                          (label[:-1], label[1:])):
        ok = (first >= 0) & (second >= 0)
        pairs.append(np.column_stack([first[ok], second[ok]]))
    p, q = np.vstack(pairs).T
    size = mask.sum()
    diagonal = np.bincount(p, minlength=size) + np.bincount(q, minlength=size)
    diagonal = diagonal.astype(float)
    start, end = label[:low, 0], label[:, -1]
    diagonal[start] += 2
    diagonal[end] += 2
    off = coo_matrix((np.ones(len(p)), (p, q)), shape=(size, size))
    rhs = np.zeros(size)
    rhs[end] = 2.0
    u = spsolve((diags(diagonal) - off - off.T).tocsc(), rhs)
    total = 1 / (2 * u[start].sum())
    return (total - left / low - right / high) * t_back


step_coarse, step = step_length(2), step_length(4)
assert step > 0 and abs(step_coarse / step - 1) < 0.05
x_step = amplitude(1, ratio, contact=step / c)

# radiation from both faces to surroundings at the cold temperature
emissivity = 0.7
def radiation(T):
    return 2e-12 * emissivity * constants.Stefan_Boltzmann * (T**4 - T_cold**4)


T_rad, _ = solve_temperature(mesh, silicon_ring, silicon_back,
                             T_cold, T_hot, loss=radiation)
dev_rad = np.abs(T_rad - T_cloak)[out].max()

edge_position = 2 * b * c**2 / (c**2 + b**2)
T_edge_hot = kirchhoff_temperature(edge_position, f_silicon, T_cold, T_hot)
T_edge_cold = kirchhoff_temperature(-edge_position, f_silicon, T_cold, T_hot)

print(f"Insulated radius b = {b:.0f} um; ring outer radius c = {c:.0f} um")
print(f"Square sheet side = {2*L:.0f} um; core radius = {core_radius:.0f} um")
print(f"End temperatures = {T_cold:.0f} K and {T_hot:.0f} K")
print(f"Silicon conductivity at {T_ref:.0f} K (rough) = {kappa_ref:.0f} W/(m K)")
print(f"Exponent m (rough) = {exponent:.1f}; f at hot end = {f_silicon(T_hot):.4f}")
print(f"Required conductance ratio = {ratio:.4f}")
print(f"Background thickness = {t_back:.1f} um; ring thickness = {t_ring:.1f} um")
print(f"Background sheet conductance at {T_ref:.0f} K = {k_back:.4e} W/K")
print(f"Theta difference between ends = {theta_span:.3f} K")
print(f"Theta at mid-plane = {theta_mid:.3f} K")
print(f"Mid-plane temperature of bare sheet = {T_mid:.2f} K")
print(f"Temperature at x = +c = {T_rim:.2f} K")
print(f"Ring field factor A = {c**2/(c**2+b**2):.4f}")
print(f"Equivalent position of hole edge = {edge_position:.1f} um")
print(f"Hole-edge temperatures = {T_edge_cold:.2f} K and {T_edge_hot:.2f} K")
print(f"Heat current, formula = {heat_bare:.5f} W")
print(f"Heat current, finite elements = {heat:.5f} W")
print(f"Heat current, converted = {heat_bare/constants.e:.3e} eV/s")
print(f"Max error, coarse mesh = {errors[0]:.5f} K")
print(f"Max error, fine mesh = {errors[1]:.5f} K")
print(f"Error reduction on halving mesh = {errors[0]/errors[1]:.2f}")
print(f"Max error outside ring, fine mesh = {err_out:.5f} K")
print(f"Max error, factor 1+0.4 sin(T/40 K) = {err_wavy:.5f} K")
print(f"Bare hole: max outside deviation = {dev_hole:.2f} K")
print(f"Bare hole: heat current = {heat_hole:.5f} W")
print(f"Constant ring matched at {T_match:.0f} K: deviation = {dev_const:.2f} K")
print(f"Same ring, 2 K bias at 400 K: deviation/bias = {small_bias[0]:.5f}")
print(f"Same ring, 2 K bias at 500 K: deviation/bias = {small_bias[1]:.5f}")
print(f"Order-1 amplitude, radial solver = {cases[0][0]:.1e}")
print(f"Order-2 amplitude, formula = {cases[1][1]:.4f}")
print(f"Order-2 amplitude, radial solver = {cases[1][0]:.4f}")
print(f"Largest amplitude error in five cases = {amplitude_error:.1e}")
print(f"Rim temperature change per unit amplitude = {rim_scale:.2f} K")
print(f"Polymer conductivity (rough) = {kappa_polymer:.1f} W/(m K)")
print(f"Polymer leak: amplitude = {x_leak:.5f}")
print(f"Polymer leak: rim change = {abs(x_leak)*rim_scale:.3f} K")
print(f"Phonon mean free path (rough) = {mean_free_path:.1f} um")
print(f"Film factors, background and ring = {film_back:.5f}, {film_ring:.5f}")
print(f"Phonon size effect: amplitude = {x_film:.5f}")
print(f"Phonon size effect: rim change = {abs(x_film)*rim_scale:.3f} K")
print(f"Thickness step: extra length = {step:.2f} um")
print(f"Thickness step: amplitude = {x_step:.5f}")
print(f"Thickness step: rim change = {abs(x_step)*rim_scale:.3f} K")
print(f"Emissivity (rough, high) = {emissivity:.1f}")
print(f"Radiation: max outside change = {dev_rad:.3f} K")
print("PASS")
```

Running it gives:

```
Insulated radius b = 300 um; ring outer radius c = 500 um
Square sheet side = 2000 um; core radius = 250 um
End temperatures = 300 K and 500 K
Silicon conductivity at 300 K (rough) = 150 W/(m K)
Exponent m (rough) = 1.3; f at hot end = 0.5148
Required conductance ratio = 2.1250
Background thickness = 20.0 um; ring thickness = 42.5 um
Background sheet conductance at 300 K = 3.0000e-03 W/K
Theta difference between ends = 142.083 K
Theta at mid-plane = 71.041 K
Mid-plane temperature of bare sheet = 383.53 K
Temperature at x = +c = 436.76 K
Ring field factor A = 0.7353
Equivalent position of hole edge = 441.2 um
Hole-edge temperatures = 343.37 K and 430.02 K
Heat current, formula = 0.42625 W
Heat current, finite elements = 0.42628 W
Heat current, converted = 2.660e+18 eV/s
Max error, coarse mesh = 0.12751 K
Max error, fine mesh = 0.03983 K
Error reduction on halving mesh = 3.20
Max error outside ring, fine mesh = 0.03983 K
Max error, factor 1+0.4 sin(T/40 K) = 0.17915 K
Bare hole: max outside deviation = 15.73 K
Bare hole: heat current = 0.37002 W
Constant ring matched at 400 K: deviation = 1.73 K
Same ring, 2 K bias at 400 K: deviation/bias = 0.00009
Same ring, 2 K bias at 500 K: deviation/bias = 0.02960
Order-1 amplitude, radial solver = 3.1e-08
Order-2 amplitude, formula = -0.2417
Order-2 amplitude, radial solver = -0.2417
Largest amplitude error in five cases = 6.8e-07
Rim temperature change per unit amplitude = 57.88 K
Polymer conductivity (rough) = 0.2 W/(m K)
Polymer leak: amplitude = -0.01166
Polymer leak: rim change = 0.675 K
Phonon mean free path (rough) = 1.0 um
Film factors, background and ring = 0.98125, 0.99118
Phonon size effect: amplitude = -0.00503
Phonon size effect: rim change = 0.291 K
Thickness step: extra length = 5.68 um
Thickness step: amplitude = 0.00564
Thickness step: rim change = 0.327 K
Emissivity (rough, high) = 0.7
Radiation: max outside change = 0.313 K
PASS
```
